**Numerical test of the high-temperature limit of Cahill's minimum thermal conductivity**

The result is $\kappa_\infty=\frac12(\pi/6)^{1/3}k_Bn^{2/3}(v_L+2v_T)$, where $n$ is the number of counted atoms per volume and $v_L$, $v_T$ are the longitudinal and transverse sound speeds. The program sums heat capacity times squared velocity times lifetime over explicit plane waves in a periodic box of 400,000 atoms. At 4405 K this sum is 0.99973 of the limiting formula, and at three lower temperatures the program asserts agreement with Cahill's full integral within 0.4 percent. Random walks confirm that exponential flights give a diffusivity of one third of $v^2\tau$, with $\tau$ the mean flight time, while flights of fixed length give one sixth. Further assertions cover the sound speeds, the small-$\Theta/T$ expansion (with $\Theta$ the cutoff temperature of a branch), the approach from below on a grid, the bent-dispersion factor for half-period lifetimes, and the long-wave estimate. For a rough model of a dense methylsilsesquioxane film, the limit is 0.305 W/(m K) and the value at 378 K is 0.303 W/(m K). Bending the dispersion lowers the limit to 0.10–0.14 W/(m K), so the model's assumptions matter far more here than its own finite-temperature correction.

## Program and output

```python
"""High-temperature limit of Cahill's minimum thermal conductivity.

Result under test:
    kappa_limit = (1/2) (pi/6)^(1/3) k_B n^(2/3) (v1 + v2 + v3)
n: counted atoms per volume; v1: longitudinal speed; v2 = v3: transverse speed.
Each mode has mean lifetime pi/omega (half a period), linear dispersion and
a Debye cutoff k_D that gives one mode per atom and branch.
The example is a rough model of a dense methylsilsesquioxane film.
SI units are used inside the program.
"""
import numpy as np
from scipy.constants import hbar, k as k_B, e as charge, atomic_mass
from scipy.integrate import quad

# Rough material inputs
density = 1300.0
young = 5.0e9
poisson = 0.25
thickness = 100e-9
T_use = 378.0
formula_mass = (28.085 + 1.5 * 15.999 + 12.011 + 3 * 1.008) * atomic_mass
formula_density = density / formula_mass
n = 3.5 * formula_density          # Si, O and C only
n_all = 6.5 * formula_density      # hydrogen included

# Sound speeds from elastic moduli
shear = young / (2 * (1 + poisson))
long_modulus = young * (1 - poisson) / ((1 + poisson) * (1 - 2 * poisson))
v_long = np.sqrt(long_modulus / density)
v_trans = np.sqrt(shear / density)
speeds = np.array([v_long, v_trans, v_trans])

# Check speeds by inverting the compliance and solving the acoustic problem
compliance = ((1 + poisson) * np.eye(3) - poisson * np.ones((3, 3))) / young
stiffness = np.linalg.inv(compliance)
direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14.0)
acoustic = (stiffness[0, 1] + shear) * np.outer(direction, direction)
for i in range(3):
    acoustic[i, i] = (stiffness[0, 0] * direction[i]**2
                      + shear * (1 - direction[i]**2))
speeds_check = np.sqrt(np.linalg.eigvalsh(acoustic) / density)
assert np.allclose(speeds_check, np.sort(speeds), rtol=1e-9)

k_D = (6 * np.pi**2 * n)**(1 / 3)
theta = hbar * speeds * k_D / k_B
prefactor = 0.5 * (np.pi / 6)**(1 / 3)


def limit_conductivity(number_density):
    return prefactor * k_B * number_density**(2 / 3) * speeds.sum()


def branch_factor(X):
    """Cahill integral for one branch divided by its high-T limit."""
    integral = quad(lambda x: x * (0.5 * x / np.sinh(0.5 * x))**2,
                    0, X, epsabs=1e-13, epsrel=1e-12)[0]
    return 2 * integral / X**2


def cahill(T):
    factors = np.array([branch_factor(t / T) for t in theta])
    return (2 * prefactor * k_B * n**(2 / 3)
            * np.sum(speeds * factors) / 2)


kappa_limit = limit_conductivity(n)

# Random walks: exponential flights and flights of fixed length
rng = np.random.default_rng(12)
walkers, flights = 20000, 100
position_exp = np.zeros((walkers, 3))
position_fix = np.zeros((walkers, 3))
elapsed = np.zeros(walkers)
for _ in range(flights):
    unit = rng.normal(size=(walkers, 3))
    unit /= np.linalg.norm(unit, axis=1)[:, None]
    duration = rng.exponential(size=walkers)
    position_exp += unit * duration[:, None]
    position_fix += unit
    elapsed += duration
D_exp = np.mean(np.sum(position_exp**2, axis=1)) / (6 * elapsed.mean())
D_fix = np.mean(np.sum(position_fix**2, axis=1)) / (6 * flights)
# Sampling error is below one percent
assert abs(D_exp * 3 - 1) < 0.04
assert abs(D_fix * 6 - 1) < 0.04

# Explicit plane waves in a periodic box holding box_atoms atoms
box_atoms = 400000
volume = box_atoms / n
spacing = 2 * np.pi / volume**(1 / 3)
reach = int(np.ceil(k_D / spacing))
axis = np.arange(-reach, reach + 1) * spacing
kx, ky, kz = np.meshgrid(axis, axis, axis, indexing="ij")
k_size = np.sqrt(kx**2 + ky**2 + kz**2)
inside = k_size <= k_D
mode_count = int(inside.sum())
# Finite-box surface error is of order one part in a thousand
assert abs(mode_count / box_atoms - 1) < 2e-3
inside &= k_size > 0
k_mode = k_size[inside]
cos_x = kx[inside] / k_mode


def box_sum(dispersion, T, fraction=1.0):
    """Sum c * velocity_x^2 * lifetime over modes of one branch."""
    omega = dispersion(k_mode)
    dk = 1e-5 * k_D
    group = (dispersion(k_mode + dk) - dispersion(k_mode - dk)) / (2 * dk)
    dT = 1e-3 * T
    energy_up = hbar * omega / np.expm1(hbar * omega / (k_B * (T + dT)))
    energy_down = hbar * omega / np.expm1(hbar * omega / (k_B * (T - dT)))
    heat = (energy_up - energy_down) / (2 * dT)
    terms = heat * (group * cos_x)**2 * np.pi / omega
    return terms[k_mode <= fraction * k_D].sum() / volume


def box_total(T, fraction=1.0):
    longitudinal = box_sum(lambda q: v_long * q, T, fraction)
    transverse = box_sum(lambda q: v_trans * q, T, fraction)
    return longitudinal + 2 * transverse


T_hot = 20 * theta.max()
box_hot = box_total(T_hot)
assert abs(box_hot / kappa_limit - 1) < 3e-3
for T in (60.0, 150.0, T_use):
    assert abs(box_total(T) / cahill(T) - 1) < 4e-3
half_share = box_total(T_hot, 0.5) / box_hot
assert abs(half_share - 0.25) < 4e-3

# Expansion and approach from below
for X in (0.2, 0.3, 0.4):
    series = 1 - X**2 / 24 + X**4 / 720
    assert abs(branch_factor(X) - series) < 3e-7
factor_grid = np.array([branch_factor(X) for X in np.linspace(0.1, 12, 60)])
assert np.all(factor_grid < 1) and np.all(np.diff(factor_grid) < 0)

# Slower waves near the cutoff: sine dispersion, same sound speed
sine_period = 2 * quad(
    lambda q: q**2 * np.cos(np.pi * q / 2)**2
    / ((2 / np.pi) * np.sin(np.pi * q / 2)), 0, 1)[0]
sine_wave = 2 * quad(lambda q: q * np.cos(np.pi * q / 2), 0, 1)[0]


def sine_dispersion(q):
    return v_long * k_D * (2 / np.pi) * np.sin(np.pi * q / (2 * k_D))


sine_box = (box_sum(sine_dispersion, T_hot)
            / box_sum(lambda q: v_long * q, T_hot))
assert abs(sine_box - sine_period) < 4e-3

# Long waves with mean free path equal to film thickness
long_fraction = 0.1
k_long = long_fraction * k_D
extra_integral = quad(
    lambda s: (s * k_long)**2 / (2 * np.pi**2) * k_B / 3
    * (thickness - np.pi / (s * k_long)) * k_long, 0, 1)[0]
extra_long = extra_integral * speeds.sum() / kappa_limit
extra_formula = (2 / (3 * np.pi) * long_fraction**3 * k_D * thickness
                 - long_fraction**2)
assert abs(extra_long / extra_formula - 1) < 1e-6


def mode_weight(energy_eV, T):
    x = energy_eV * charge / (k_B * T)
    return (0.5 * x / np.sinh(0.5 * x))**2


print(f"density: {density / 1000:.2f} g/cm3")
print(f"Young's modulus: {young / 1e9:.2f} GPa")
print(f"Poisson ratio: {poisson:.2f}")
print(f"film thickness: {thickness * 1e9:.0f} nm")
print(f"operating temperature: {T_use:.0f} K")
print(f"formula-unit mass: {formula_mass / atomic_mass:.3f} u")
print(f"formula units per volume: {formula_density / 1e27:.3f} nm^-3")
print(f"Si+O+C atoms per volume: {n / 1e27:.2f} nm^-3")
print(f"all atoms per volume: {n_all / 1e27:.2f} nm^-3")
print(f"longitudinal modulus: {long_modulus / 1e9:.3f} GPa")
print(f"shear modulus: {shear / 1e9:.3f} GPa")
print(f"longitudinal speed: {v_long:.0f} m/s")
print(f"transverse speed: {v_trans:.0f} m/s")
print(f"sum of three speeds: {speeds.sum():.0f} m/s")
print(f"cutoff wave number: {k_D / 1e9:.3f} nm^-1")
print(f"half wavelength at cutoff: {np.pi / k_D * 1e9:.3f} nm")
print(f"mean atomic spacing n^(-1/3): {n**(-1 / 3) * 1e9:.3f} nm")
print(f"longitudinal cutoff temperature: {theta[0]:.1f} K")
print(f"transverse cutoff temperature: {theta[1]:.1f} K")
print(f"longitudinal cutoff energy: {k_B * theta[0] / charge:.4f} eV")
print(f"numerical prefactor: {prefactor:.5f}")
print(f"limiting conductivity: {kappa_limit:.4f} W/(m K)")
print(f"longitudinal share: {v_long / speeds.sum():.3f}")
for T in (100.0, 200.0, 300.0, T_use):
    value = cahill(T)
    print(f"Cahill at {T:.0f} K: {value:.4f} W/(m K); "
          f"ratio to limit {value / kappa_limit:.4f}")
first_loss = np.sum(speeds * (theta / T_use)**2) / (24 * speeds.sum())
print(f"leading fractional loss at {T_use:.0f} K: {first_loss:.5f}")
print(f"box atoms: {box_atoms}; counted modes per branch: {mode_count}")
print(f"box test temperature: {T_hot:.0f} K")
print(f"box sum / limiting formula: {box_hot / kappa_limit:.5f}")
print(f"box heat share below half cutoff: {half_share:.4f}")
print(f"random-walk D/(v^2 tau), exponential flights: {D_exp:.4f}")
print(f"random-walk D/(v^2 tau), fixed flights: {D_fix:.4f}")
print(f"all-atom limiting value: {limit_conductivity(n_all):.4f} W/(m K)")
print(f"sine dispersion factor, half-period life: {sine_period:.4f}")
print(f"sine dispersion factor, half-wave path: {sine_wave:.4f}")
print(f"sine result, half-period: {sine_period * kappa_limit:.4f} W/(m K)")
print(f"sine result, half-wave: {sine_wave * kappa_limit:.4f} W/(m K)")
print(f"long-wave limit as fraction of cutoff: {long_fraction:.2f}")
print(f"half wavelength at that limit: {np.pi / k_long * 1e9:.2f} nm")
print(f"added fraction from long waves: {extra_long:.4f}")
print(f"added long-wave value: {extra_long * kappa_limit:.4f} W/(m K)")
for label, energy in (("C-H stretch", 0.36), ("CH3 bend", 0.17),
                      ("Si-O stretch", 0.13)):
    weight = mode_weight(energy, T_use)
    print(f"{label}, rough {energy:.2f} eV: heat capacity {weight:.4f} k_B")

print("all good")
```

It prints:

```
density: 1.30 g/cm3
Young's modulus: 5.00 GPa
Poisson ratio: 0.25
film thickness: 100 nm
operating temperature: 378 K
formula-unit mass: 67.118 u
formula units per volume: 11.664 nm^-3
Si+O+C atoms per volume: 40.82 nm^-3
all atoms per volume: 75.82 nm^-3
longitudinal modulus: 6.000 GPa
shear modulus: 2.000 GPa
longitudinal speed: 2148 m/s
transverse speed: 1240 m/s
sum of three speeds: 4629 m/s
cutoff wave number: 13.421 nm^-1
half wavelength at cutoff: 0.234 nm
mean atomic spacing n^(-1/3): 0.290 nm
longitudinal cutoff temperature: 220.2 K
transverse cutoff temperature: 127.2 K
longitudinal cutoff energy: 0.0190 eV
numerical prefactor: 0.40300
limiting conductivity: 0.3054 W/(m K)
longitudinal share: 0.464
Cahill at 100 K: 0.2703 W/(m K); ratio to limit 0.8852
Cahill at 200 K: 0.2958 W/(m K); ratio to limit 0.9686
Cahill at 300 K: 0.3010 W/(m K); ratio to limit 0.9858
Cahill at 378 K: 0.3026 W/(m K); ratio to limit 0.9910
leading fractional loss at 378 K: 0.00909
box atoms: 400000; counted modes per branch: 400007
box test temperature: 4405 K
box sum / limiting formula: 0.99973
box heat share below half cutoff: 0.2501
random-walk D/(v^2 tau), exponential flights: 0.3328
random-walk D/(v^2 tau), fixed flights: 0.1670
all-atom limiting value: 0.4614 W/(m K)
sine dispersion factor, half-period life: 0.3294
sine dispersion factor, half-wave path: 0.4627
sine result, half-period: 0.1006 W/(m K)
sine result, half-wave: 0.1413 W/(m K)
long-wave limit as fraction of cutoff: 0.10
half wavelength at that limit: 2.34 nm
added fraction from long waves: 0.2748
added long-wave value: 0.0839 W/(m K)
C-H stretch, rough 0.36 eV: heat capacity 0.0019 k_B
CH3 bend, rough 0.17 eV: heat capacity 0.1490 k_B
Si-O stretch, rough 0.13 eV: heat capacity 0.3056 k_B
all good
```
